**Graetz limit for a perfectly absorbing tube wall**

The program tests the limit \(\mathrm{Sh}=2Rk/D\to\lambda_0^2/2\), where \(R\) is the tube radius, \(D\) the diffusivity, \(k\) the wall flux divided by the cup-mean concentration, and \(\lambda_0\) the lowest Graetz eigenvalue. It asserts that the first four eigenvalues from Kummer's function agree with a finite-volume eigenproblem; both routes print Sh = 3.65679. It also asserts that direct downstream integration reproduces the modal series for a uniform inlet, and that a core inlet reaches the same limit from below. Further assertions cover the wall-flux integral, the bounds on \(\lambda_0^2\), the plug-flow value, finite sticking by two methods and the leading axial-diffusion shift. For the example tube, the output gives an absorption length of 3.04 cm and a transmitted fraction of 3.05%. Sticking probabilities of \(10^{-2}\) and \(10^{-3}\) lower Sh by 1.4% and 13.0%. The wall-filling, start-up and flow figures are estimates from the stated rough inputs.

## Numerical verification

```python
"""
Result under test: in fully developed laminar tube flow with a perfectly
absorbing wall, the Sherwood number Sh = k*(2R)/D tends to lambda0^2/2 = 3.657.
k = wall flux / cup-mean concentration, R = tube radius, D = diffusivity,
U = mean speed, rho = r/R, zeta = D*z/(2*U*R^2), Pe = 2*R*U/D.
Modes: (rho f')' + lambda^2 rho (1-rho^2) f = 0, f'(0) = 0, f(1) = 0.
Cup mean of a uniform inlet: sum of B_n exp(-lambda_n^2 zeta).
Independent roads: finite-volume eigenproblem and direct integration in zeta.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import jn_zeros

mp.mp.dps = 25


def mode(lam, rho):
    """Regular solution of the mode equation through Kummer's function."""
    x = lam * rho**2
    return mp.exp(-x / 2) * mp.hyp1f1(mp.mpf(1) / 2 - lam / 4, 1, x)


def wall_slope(lam):
    return mp.diff(lambda rho: mode(lam, rho), 1)


# ---------- analytic modes and their integrals ----------
n_modes = 10
roots = [mp.findroot(lambda s: mode(s, mp.mpf(1)), 4 * n + mp.mpf(8) / 3)
         for n in range(n_modes)]
lam2 = np.array([float(s**2) for s in roots])
nodes, gauss = np.polynomial.legendre.leggauss(60)
nodes, gauss = (nodes + 1) / 2, gauss / 2
flow_weight = gauss * nodes * (1 - nodes**2)
shapes = np.array([[float(mode(s, mp.mpf(float(r)))) for r in nodes]
                   for s in roots])
flow_integral = shapes @ flow_weight
norm = shapes**2 @ flow_weight
B = 4 * flow_integral**2 / norm
slopes = np.array([float(wall_slope(s)) for s in roots[:4]])
sh_limit = lam2[0] / 2

# wall slope from differentiation against the flux integral from quadrature
assert np.allclose(-slopes, lam2[:4] * flow_integral[:4], rtol=1e-7)
# different modes are orthogonal with the flow weight
assert abs((shapes[0] * shapes[1]) @ flow_weight) < 1e-9
# lowest mode has no interior zero
assert np.all(shapes[0] > 0)

# power series in rho^2 as a second form of the lowest mode
coef = [1.0, -lam2[0] / 4]
for k in range(2, 25):
    coef.append(-lam2[0] * (coef[k - 1] - coef[k - 2]) / (4 * k * k))
series_at_06 = sum(a * 0.6**(2 * k) for k, a in enumerate(coef))
assert abs(sum(coef)) < 1e-10
assert abs(series_at_06 - float(mode(roots[0], mp.mpf('0.6')))) < 1e-10

# variational bracket
trial_upper = (gauss @ (nodes * (2 * nodes)**2)
               / (gauss @ (nodes * (1 - nodes**2)**3)))
bessel_lower = jn_zeros(0, 1)[0]**2
assert bessel_lower < lam2[0] < trial_upper


# ---------- finite volumes ----------
def mesh(cells, biot=np.inf):
    h = 1.0 / cells
    centre = (np.arange(cells) + 0.5) * h
    inner = np.arange(1, cells) * h / h       # face radius / spacing
    wall = 1.0 / (h / 2 + 1.0 / biot)
    diagonal = np.zeros(cells)
    diagonal[:-1] += inner
    diagonal[1:] += inner
    diagonal[-1] += wall
    return h, centre, inner, wall, diagonal


def fv_modes(weight, biot=np.inf, count=1, cells=800):
    """Lowest eigenvalues, and Sh of the lowest mode from flux and cup mean."""
    h, centre, inner, wall, diagonal = mesh(cells, biot)
    mass = h * centre * weight(centre)
    off = -inner / np.sqrt(mass[:-1] * mass[1:])
    values, vectors = eigh_tridiagonal(diagonal / mass, off, select='i',
                                       select_range=(0, count - 1))
    shape = vectors[:, 0] / np.sqrt(mass)
    cup = 4 * np.sum(h * centre * (1 - centre**2) * shape)
    return values, 2 * wall * shape[-1] / cup


def parabola(rho):
    return 1 - rho**2


fv_values, fv_sh = fv_modes(parabola, count=4)
assert np.allclose(fv_values, lam2[:4], rtol=1e-4)
assert abs(fv_sh - sh_limit) < 1e-3
plug_values, _ = fv_modes(lambda rho: 0.5 + 0 * rho)
sh_plug = plug_values[0] / 2
assert abs(sh_plug - bessel_lower) < 1e-3
sh_area = -slopes[0] / (gauss @ (nodes * shapes[0]))

# ---------- example inputs (rough, round values) ----------
T, p_torr, p_prec_torr = 473.0, 760.0, 0.010
R, L, U, D = 2e-3, 0.10, 0.5, 0.18e-4
uptake, viscosity = 4e18, 2.5e-5
m_prec = 72.1 * const.atomic_mass
m_gas = 28.0 * const.atomic_mass
pressure = p_torr * const.torr
length_scale = 2 * U * R**2 / D
zeta_L = L / length_scale
Pe = 2 * R * U / D


# ---------- downstream integration against the series ----------
def march(inlet, stations, cells=400):
    h, centre, inner, wall, diagonal = mesh(cells)
    mass = h * centre * (1 - centre**2)

    def rate(_, c):
        out = -diagonal * c
        out[:-1] += inner * c[1:]
        out[1:] += inner * c[:-1]
        return out / mass

    run = solve_ivp(rate, (0, stations[-1]), inlet(centre), method='LSODA',
                    t_eval=stations, rtol=1e-8, atol=1e-11, lband=1, uband=1)
    assert run.success
    cup = 4 * mass @ run.y
    return cup, 2 * wall * run.y[-1] / cup


def series(zeta):
    terms = B * np.exp(-lam2 * zeta)
    return terms.sum(), 0.5 * (lam2 * terms).sum() / terms.sum()


stations = np.array([0.02, 0.05, 0.10, 0.20, zeta_L])
cup_num, sh_num = march(lambda rho: np.ones_like(rho), stations)
cup_ser, sh_ser = np.array([series(s) for s in stations]).T
assert np.allclose(cup_num, cup_ser, rtol=1e-3)
assert np.allclose(sh_num, sh_ser, rtol=1e-3)
assert np.all(np.diff(sh_num[:4]) < 0)
gap = (0.5 * (lam2[1] - lam2[0]) * B[1] / B[0]
       * np.exp(-(lam2[1] - lam2[0]) * 0.10))
assert abs(gap / (sh_num[2] - sh_limit) - 1) < 0.02
_, sh_core = march(lambda rho: (rho < 0.3).astype(float), stations)
assert np.all(sh_core[:3] < sh_limit - 0.01)
assert np.all(np.diff(sh_core[:3]) > 0)
assert abs(sh_core[-1] - sh_limit) < 1e-3

# ---------- example results ----------
k_mass = sh_limit * D / (2 * R)
absorb_length = length_scale / lam2[0]
zeta_5 = brentq(lambda s: series(s)[1] - 1.05 * sh_limit, 0.01, 0.3)
transmitted = series(zeta_L)[0]
constant_sh = np.exp(-lam2[0] * zeta_L)
sccm = (U * np.pi * R**2 * p_torr / 760 * 273.15 / T) * 6e7

# axial diffusion: the weight gains Lambda/Pe^2
big = fv_values[0]
for _ in range(30):
    axial_values, axial_sh = fv_modes(
        lambda rho: 1 - rho**2 + big / Pe**2)
    big = axial_values[0]
shift = fv_values[0] - big
first_order = lam2[0]**2 / Pe**2 * (gauss @ (nodes * shapes[0]**2)) / norm[0]
# second-order terms are of the relative size of the shift itself
assert abs(shift / first_order - 1) < 0.02

# finite sticking probability
speed = np.sqrt(8 * const.k * T / (np.pi * m_prec))
sticking = []
for beta in (1e-2, 1e-3):
    biot = beta / (1 - beta / 2) * speed / 4 * R / D
    root = mp.findroot(lambda s: wall_slope(s) + biot * mode(s, mp.mpf(1)),
                       (mp.mpf('0.1'), roots[0]), solver='anderson')
    sh_overall = float(root**2) / 2
    values, sh_flux = fv_modes(parabola, biot=biot)
    assert abs(values[0] / 2 - sh_overall) < 1e-3
    assert abs(sh_flux - sh_overall) < 1e-3
    sticking.append((beta, biot, sh_overall))

# wall capacity, start-up and flow checks
density = p_prec_torr * const.torr / (const.k * T)
capacity = 2 * uptake / (R * density)
fill_time = uptake / (k_mass * density)
transit = absorb_length / U
startup = R**2 / (bessel_lower * D)
gas_density = pressure * m_gas / (const.k * T)
Re = gas_density * U * 2 * R / viscosity
free_path = viscosity / pressure * np.sqrt(np.pi * const.k * T / (2 * m_gas))
drop = 8 * viscosity * U * L / R**2

print("EIGENVALUE PROBLEM (dimensionless)")
for n in range(3):
    print(f"mode {n}: lambda={float(roots[n]):.5f} "
          f"lambda^2={lam2[n]:.4f} B={B[n]:.5f}")
print(f"limit Sh = lambda0^2/2 = {sh_limit:.5f}")
print(f"finite-volume Sh = {fv_sh:.5f}")
print(f"bracket of lambda0^2: {bessel_lower:.4f} to {trial_upper:.4f}")
print("series a0..a4:", " ".join(f"{a:.5f}" for a in coef[:5]))
print("series a5..a9:", " ".join(f"{a:.5f}" for a in coef[5:10]))
print(f"sum a0..a9 = {sum(coef[:10]):.6f}")
print(f"lowest mode: I={flow_integral[0]:.5f} N={norm[0]:.5f} "
      f"wall slope={slopes[0]:.5f}")
print(f"plug-flow Sh = {sh_plug:.4f}; area-mean Sh = {sh_area:.4f}")
print("APPROACH: zeta, Sh series, Sh integrated, Sh core inlet")
for row in zip(stations, sh_ser, sh_num, sh_core):
    print("  {:.3f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print("EXAMPLE INPUTS")
print(f"T={T:.0f} K, p={p_torr:.0f} Torr, precursor={p_prec_torr*1e3:.0f} mTorr")
print(f"R={R*1e3:.1f} mm, L={L*100:.0f} cm, U={U:.2f} m/s, "
      f"D={D*1e4:.2f} cm2/s")
print(f"uptake={uptake*1e-18:.1f} /nm2, viscosity={viscosity:.1e} Pa s")
print(f"carrier flow = {sccm:.0f} sccm")
print("EXAMPLE RESULTS")
print(f"length scale 2UR^2/D = {length_scale*100:.2f} cm")
print(f"zeta at tube end = {zeta_L:.4f}")
print(f"mass-transfer coefficient k = {k_mass*100:.3f} cm/s")
print(f"absorption length = {absorb_length*100:.3f} cm")
print(f"Sh within 5% at zeta={zeta_5:.4f}, z={zeta_5*length_scale*100:.2f} cm")
print(f"transmitted fraction = {transmitted*100:.3f} %")
print(f"same with limiting Sh everywhere = {constant_sh*100:.3f} %")
print("NEGLECTED EFFECTS")
print(f"Pe={Pe:.1f}: decay rate change {-shift/fv_values[0]*100:.3f} %, "
      f"Sh change {(axial_sh/fv_sh-1)*100:.4f} %")
print(f"mean molecular speed = {speed:.0f} m/s")
for beta, biot, sh_overall in sticking:
    print(f"sticking {beta:.0e}: Bi={biot:.1f}, overall Sh={sh_overall:.3f}, "
          f"change {(sh_overall/sh_limit-1)*100:.1f} %")
print(f"precursor density = {density*1e-6:.3e} /cm3")
print(f"wall sites per gas molecule = {capacity:.1f}")
print(f"wall fill time = {fill_time:.2f} s at inlet density, limiting Sh")
print(f"transit of one absorption length = {transit*1e3:.1f} ms")
print(f"radial diffusion start-up time = {startup*1e3:.1f} ms")
print(f"Re={Re:.1f}, rough flow entry 0.05 Re d = {0.05*Re*2*R*100:.2f} cm")
print(f"Knudsen number (free path/diameter) = {free_path/(2*R):.1e}")
print(f"pressure drop = {drop/const.torr:.4f} Torr")
print(f"precursor mole fraction = {p_prec_torr/p_torr*1e6:.1f} ppm")
print("verified")
```

Output:

```
EIGENVALUE PROBLEM (dimensionless)
mode 0: lambda=2.70436 lambda^2=7.3136 B=0.81905
mode 1: lambda=6.67903 lambda^2=44.6095 B=0.09753
mode 2: lambda=10.67338 lambda^2=113.9210 B=0.03250
limit Sh = lambda0^2/2 = 3.65679
finite-volume Sh = 3.65679
bracket of lambda0^2: 5.7832 to 8.0000
series a0..a4: 1.00000 -1.82840 1.29286 -0.63410 0.22020
series a5..a9: -0.06248 0.01436 -0.00287 0.00049 -0.00008
sum a0..a9 = -0.000009
lowest mode: I=0.13869 N=0.09393 wall slope=-1.01430
plug-flow Sh = 5.7832; area-mean Sh = 5.1540
APPROACH: zeta, Sh series, Sh integrated, Sh core inlet
  0.020  4.9161  4.9161  0.6475
  0.050  4.0046  4.0046  2.6187
  0.100  3.7100  3.7100  3.5002
  0.200  3.6581  3.6581  3.6531
  0.450  3.6568  3.6568  3.6568
EXAMPLE INPUTS
T=473 K, p=760 Torr, precursor=10 mTorr
R=2.0 mm, L=10 cm, U=0.50 m/s, D=0.18 cm2/s
uptake=4.0 /nm2, viscosity=2.5e-05 Pa s
carrier flow = 218 sccm
EXAMPLE RESULTS
length scale 2UR^2/D = 22.22 cm
zeta at tube end = 0.4500
mass-transfer coefficient k = 1.646 cm/s
absorption length = 3.038 cm
Sh within 5% at zeta=0.0669, z=1.49 cm
transmitted fraction = 3.048 %
same with limiting Sh everywhere = 3.721 %
NEGLECTED EFFECTS
Pe=111.1: decay rate change -0.074 %, Sh change 0.0099 %
mean molecular speed = 373 m/s
sticking 1e-02: Bi=104.0, overall Sh=3.605, change -1.4 %
sticking 1e-03: Bi=10.4, overall Sh=3.182, change -13.0 %
precursor density = 2.042e+14 /cm3
wall sites per gas molecule = 19.6
wall fill time = 1.19 s at inlet density, limiting Sh
transit of one absorption length = 60.8 ms
radial diffusion start-up time = 38.4 ms
Re=57.7, rough flow entry 0.05 Re d = 1.15 cm
Knudsen number (free path/diameter) = 2.9e-05
pressure drop = 0.0188 Torr
precursor mole fraction = 13.2 ppm
verified
```
